# The g-sum rule and its verification for p⁵s, J = 1, part 1

(Sections cited here and not found follow in the second part.)

## First half: the sum rule and its proof

### 1. The decision that hangs on the rule

Consider a calculation of the levels of one electron configuration that contains a few adjustable energies, such as exchange integrals and a spin–orbit constant. Its eigenvectors give Landé factors, which can be compared with measured Zeeman splittings. Suppose that the computed factors for the levels of some $J$ disagree with the measured ones. Should one readjust the parameters, or should one enlarge the space by adding further configurations?

The sum of the Landé factors decides a large part of this question. Within one configuration, no change of the interaction parameters can alter the sum over all levels of given $J$. If the measured sum differs from the predicted one by more than its uncertainty, readjustment is useless. The fault must lie elsewhere, for example in configuration mixing, a missing or wrongly assigned level, a field that is too strong, or a correction to the magnetic moment that the model leaves out. If the sum agrees and the individual factors do not, the parameters are the first place to look, although configuration mixing that happens to preserve the sum is not excluded.

### 2. Setting and conventions

Hartree atomic units are used, with $\hbar=1$. Let $\mathcal C$ be the space of all antisymmetric states of one configuration, for example all states with five electrons in a given $p$ shell and one in a given $s$ shell. It has finite dimension. The total orbital, spin and full angular momenta are $\mathbf L$, $\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$. They act inside $\mathcal C$, because a one-electron angular momentum operator changes neither the radial function nor the value of $l$ of an orbital.

The field-free Hamiltonian $H$ is a Hermitian operator on $\mathcal C$ about which one thing is assumed:

$$[H,\mathbf J]=0. \tag{1}$$

It may contain electrostatic repulsion, spin–orbit interaction, and any other interaction that is invariant under joint rotation of orbits and spins. Their relative strengths are left open. LS coupling, jj coupling, pair coupling and everything between them correspond to different choices of $H$.

The electron has charge $-1$ and the Bohr magneton is $1/2$, so the magnetic moment is $-\tfrac12(\mathbf L+g_s\mathbf S)$. A field $B$ along $z$ adds minus the moment times the field:

$$H_B=\frac B2\,V_z,\qquad \mathbf V=\mathbf L+g_s\mathbf S. \tag{2}$$

The term quadratic in $B$ is neglected. The spin factor $g_s$ is kept general where this costs nothing, and is set to 2 for round numbers.

A level is a set of $2J+1$ states $|\alpha JM\rangle$ with one energy $E_\alpha$, where $\alpha$ distinguishes levels of the same $J$. Their phases are fixed by

$$J_+|\alpha JM\rangle=c_M|\alpha J,M{+}1\rangle,\qquad J_-|\alpha J,M{+}1\rangle=c_M|\alpha JM\rangle, \tag{3}$$

$$c_M=\sqrt{J(J+1)-M(M+1)}. \tag{4}$$

For $J>0$ the Landé factor is defined by

$$\langle\alpha JM|V_z|\alpha JM\rangle=g_\alpha M. \tag{5}$$

If no other level has the same energy, the level splits to first order in the field into $E_\alpha+\tfrac B2 g_\alpha M$. Definition (5) makes sense only if the left side is proportional to $M$, which has to be proved. For $J=0$ there is no splitting of first order and no factor to define.

**The statement.** For given $J>0$, the sum $\sum_\alpha g_\alpha$ over all levels of that $J$ in $\mathcal C$ is the same for every $H$ that satisfies (1).

### 3. Three commutators

The components of $\mathbf L$ commute with those of $\mathbf S$. Therefore $[J_x,L_y]=[L_x,L_y]=iL_z$ and $[J_x,S_y]=[S_x,S_y]=iS_z$, and likewise for cyclic permutations. Multiplying the second relation by $g_s$ and adding gives

$$[J_x,V_y]=iV_z,\qquad [J_y,V_x]=-iV_z,\qquad [J_x,V_x]=0, \tag{6}$$

and the cyclic relations. This is what is meant by calling $\mathbf V$ a vector operator. Note that $\mathbf V$ is itself an angular momentum only if $g_s$ is 0 or 1. For any other value, $[V_x,V_y]=i(L_z+g_s^2S_z)$ differs from $iV_z$.

With $V_\pm=V_x\pm iV_y$ and $J_\pm=J_x\pm iJ_y$, three combinations are needed. The first is

$$[J_z,V_+]=[J_z,V_x]+i[J_z,V_y]=iV_y+i(-iV_x)=V_+, \tag{7}$$

so $V_+$ raises $M$ by one. The second is

$$[J_+,V_+]=i[J_x,V_y]+i[J_y,V_x]=i(iV_z)+i(-iV_z)=0. \tag{8}$$

The terms $[J_x,V_x]$ and $-[J_y,V_y]$ vanish separately. In the third, the sign of $J_y$ is reversed:

$$[J_-,V_+]=i[J_x,V_y]-i[J_y,V_x]=-V_z-V_z=-2V_z. \tag{9}$$

### 4. One number for each pair of levels

Take two levels $\alpha$ and $\beta$ with the same $J$; they may be the same level. Define

$$v_M=\langle\alpha J,M{+}1|V_+|\beta JM\rangle,\qquad M=-J,\dots,J-1. \tag{10}$$

Place (8) between $\langle\alpha J,M{+}2|$ and $|\beta JM\rangle$. In the first product $J_+$ acts to the left. Since $J_+$ is the adjoint of $J_-$, equation (3) gives $\langle\alpha J,M{+}2|J_+=c_{M+1}\langle\alpha J,M{+}1|$. In the second product $J_+$ acts to the right and gives $c_M$. Hence

$$c_{M+1}v_M-c_Mv_{M+1}=0,\qquad\text{or}\qquad \frac{v_{M+1}}{c_{M+1}}=\frac{v_M}{c_M}. \tag{11}$$

The division is allowed because $c_M\neq0$ for $-J\le M\le J-1$. The ratio is therefore one number for the whole pair of levels. Call it $G_{\alpha\beta}$:

$$v_M=G_{\alpha\beta}\,c_M. \tag{12}$$

For $J=\tfrac12$ there is a single value of $M$ in (10), and (12) merely defines $G_{\alpha\beta}$.

Now place (9) between $\langle\alpha JM|$ and $|\beta JM\rangle$. In $J_-V_+$ the operator $J_-$ acts to the left and gives $c_M\langle\alpha J,M{+}1|$. In $V_+J_-$ it acts to the right and gives $c_{M-1}|\beta J,M{-}1\rangle$. Thus

$$-2\langle\alpha JM|V_z|\beta JM\rangle=c_Mv_M-c_{M-1}v_{M-1}=G_{\alpha\beta}\,(c_M^2-c_{M-1}^2). \tag{13}$$

At the ends of the range, $c_J=0$ and $c_{-J-1}=0$ remove the terms that do not exist. From (4),

$$c_M^2-c_{M-1}^2=-M(M+1)+(M-1)M=-2M. \tag{14}$$

The factors $-2$ cancel, and

$$\langle\alpha JM|V_z|\beta JM\rangle=G_{\alpha\beta}\,M. \tag{15}$$

For $\alpha=\beta$ this justifies definition (5), with $g_\alpha=G_{\alpha\alpha}$. Because $V_z$ is Hermitian, so is the matrix $G$. Equations (12) and (15), with the adjoint of (12), also show that between states of the same $J$ each component of $\mathbf V$ acts as $G$ times the same component of $\mathbf J$. This is the projection theorem, used in the second half.

### 5. The sum is a trace

Let $H$ and $H'$ be two Hamiltonians on $\mathcal C$, both satisfying (1). Their eigenstates of given $J$ and $M$ span the same subspace, since that subspace is fixed by the operators $\mathbf J^2$ and $J_z$ alone. The two sets are therefore connected by a unitary matrix:

$$|\alpha'JM\rangle=\sum_\alpha|\alpha JM\rangle\,u_{\alpha\alpha'}. \tag{16}$$

The matrix $u$ does not depend on $M$. To see this, write (16) for $M=J$ and apply $J_-$ repeatedly. By (3), the same factors $c_M$ appear on both sides and cancel, leaving the coefficients unchanged.

Inserting (16) into (15) gives $G'=u^\dagger Gu$. The trace of a product is unchanged by cyclic permutation, so

$$\sum_{\alpha'}g_{\alpha'}=\operatorname{tr}(u^\dagger Gu)=\operatorname{tr}(Guu^\dagger)=\operatorname{tr}G=\sum_\alpha g_\alpha. \tag{17}$$

This proves the rule. The proof used $\mathbf V$ only through its commutators with $\mathbf J$. A corrected magnetic moment that is still a vector operator acting within $\mathcal C$ would also have a coupling-independent sum, though its value could be different.

If two levels of the same $J$ are degenerate, their states can be chosen in many ways, and the individual diagonal elements of $G$ can depend on the choice. Their sum does not, so the rule needs no exception.

### 6. What the coupling does change

The LS basis shows how individual factors move while their sum stays fixed. The operators $\mathbf L$ and $\mathbf S$ do not connect different LS terms, so $G$ is diagonal in this basis. Its diagonal elements are the LS Landé factors $g_t$, where $t$ labels the terms that contain a level of the given $J$. If $w_{\alpha t}$ is the weight of term $t$ in level $\alpha$, then

$$g_\alpha=\sum_tw_{\alpha t}\,g_t,\qquad \sum_tw_{\alpha t}=1,\qquad \sum_\alpha w_{\alpha t}=1. \tag{18}$$

The second relation says that each level is normalized. The third says that each term is shared out completely among the levels. Every factor is thus a weighted mean of LS values and lies between the smallest and the largest of them. Summing the first relation over $\alpha$ and using the third returns $\sum_tg_t$.

This also shows why a partial list of levels is not enough. When one level is omitted, the weights it carries are missing from the third relation, and what remains generally depends on the coupling. An exception occurs when all terms with a level of that $J$ have the same factor, since by (18) every level then has this factor too.

### 7. The sum without any coupling scheme

The trace can be found by counting determinants. Let each determinant be built from spin orbitals with definite $m_l$ and $m_s$, and let $M_L$ and $M_S$ be its total projections. Define

$$T(M)=\sum_{M_L+M_S=M}(M_L+g_sM_S). \tag{19}$$

This is the trace of $V_z$ over all states of given $M$. The same trace can be taken over levels. For $M>0$, every level with $J\ge M$ contributes one state, so by (15)

$$T(M)=M\sum_{J\ge M}\operatorname{tr}G(J). \tag{20}$$

Dividing by $M$ and subtracting the expressions for $M=J$ and $M=J+1$ leaves only the levels of the desired $J$:

$$\operatorname{tr}G(J)=\frac{T(J)}{J}-\frac{T(J+1)}{J+1}. \tag{21}$$

For $p^5s$, a full $p$ shell has zero total projections. Removing an electron with projections $(-m,-\mu)$ therefore leaves a core with $M_L=m$ and $M_S=\mu$, where $m=1,0,-1$ and $\mu=\pm\tfrac12$. The $s$ electron adds a spin projection $\sigma=\pm\tfrac12$ and no orbital projection. There are $6\times2=12$ determinants.

For $M=2$ there is one choice, $(m,\mu,\sigma)=(1,\tfrac12,\tfrac12)$, and $T(2)=1+g_s$. For $M=1$ there are three:

- $(0,\tfrac12,\tfrac12)$ contributes $g_s$;
- $(1,\tfrac12,-\tfrac12)$ contributes 1;
- $(1,-\tfrac12,\tfrac12)$ contributes 1.

Thus $T(1)=2+g_s$, and (21) gives

$$\operatorname{tr}G(1)=2+g_s-\frac{1+g_s}{2}=\frac{3+g_s}{2}. \tag{22}$$

For $g_s=2$ the two traces are $T(1)=4$ and $T(2)=3$, and the sum is $4-\tfrac32=\tfrac52$. With $g_s=2.002319$ it becomes $2.501160$. No coupling scheme has entered, so this value is an independent standard for the explicit calculations that follow.

## Second half: the J = 1 levels of p⁵s

### 8. Symbols and results carried over

The magnetic operator is $\mathbf V=\mathbf L+g_s\mathbf S$, and the field energy is $\tfrac B2V_z$. Between levels $\alpha,\beta$ of the same $J$ its matrix is $G_{\alpha\beta}M$, and the Landé factor is $g_\alpha=G_{\alpha\alpha}$. Between such states $\mathbf V$ acts as $G\mathbf J$. The sum of the factors is $\operatorname{tr}G$, independent of the coupling. In the LS basis $G$ is diagonal, so each factor is a mean of LS values weighted by the composition of the level. For $p^5s$ and $J=1$, counting determinants gave $\operatorname{tr}G=(3+g_s)/2$, or $5/2$ for $g_s=2$. From here on $g_s=2$ unless it is written out.

### 9. LS coupling

The six core states found in section 7 have $m=1,0,-1$ and $\mu=\pm\tfrac12$. They form a single term $^2P$, with $L=1$ and spin $\tfrac12$. Adding the $s$ electron leaves $L=1$ and gives total spin 1 or 0. The terms are $^3P$, with $J=2,1,0$, and $^1P$, with $J=1$. There are thus two levels with $J=1$.

To find their factors, take the expectation value of $\mathbf V\cdot\mathbf J$ in one level. The operator $\mathbf J$ keeps the state within the level, where $\mathbf V$ acts as $g\mathbf J$, so the value is $gJ(J+1)$. On the other hand,

$$\mathbf V\cdot\mathbf J=\mathbf J^2+(g_s-1)\,\mathbf S\cdot\mathbf J. \tag{23}$$

Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2)$. Here $\mathbf S\cdot\mathbf J=\mathbf J\cdot\mathbf S$, because equal components of the two operators commute. Therefore

$$g=1+(g_s-1)\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}. \tag{24}$$

For $J=1$ this gives

$$g(^3P_1)=1+\frac{2+2-2}{4}=\frac32,\qquad g(^1P_1)=1+\frac{2+0-2}{4}=1. \tag{25}$$

The sum is $5/2$. The singlet has no spin moment and shows the purely orbital value 1.

Within one configuration, the sum of the Landé factors over all levels of given $J>0$ does not depend on the coupling, and for the $J=1$ levels of $p^5s$ both the counting of determinants and LS coupling give $5/2$ with $g_s=2$. It remains to follow the individual factors through jj and intermediate coupling, and to see where the rule stops and how it can be used with measured factors.
